**Ewald energy, forces and stress for periodic point charges**

The program tests the Ewald energy with its real-space, reciprocal, self and background terms, together with the forces and the stress (1/V)∂E/∂ε_ab. Here α is the splitting parameter, V the cell volume, Q the net ionic charge, ε_ab the strain, and ξ the potential at a unit charge due to its images and background. For a charged orthorhombic cell it asserts that the energy and diagonal stress agree with a separate solution of the Poisson equation. For a charged triclinic cell it asserts independence of α and agreement of forces and all nine stress components with finite differences of the energy. Direct sums over spheres of cells confirm the surface term M²/(6ε0V) for a neutral cubic cell of dipole M. The output gives the rock-salt Madelung constant as 1.7475645946 from both an eight-ion and a two-ion cell, and 1.7475646103 from a direct weighted-cube sum. With one cation removed, the total energy is the same for three values of α, whereas omitting the background makes it vary by about 0.31 eV.

## Check in Python

```python
"""Ewald energy, forces and stress of periodic point charges, in SI units.

Result under test: with r = |r_i - r_j + n|, S(G) = sum_j q_j exp(i G.r_j),
E = k/2 sum' q_i q_j erfc(alpha r)/r
  + 1/(2 eps0 V) sum_{G != 0} exp(-G^2/(4 alpha^2)) |S(G)|^2 / G^2
  - k alpha/sqrt(pi) sum q_i^2 - Q^2/(8 eps0 V alpha^2)
is independent of alpha, as are its forces and its stress (1/V) dE/dstrain.
k = 1/(4 pi eps0), V = cell volume, Q = net ionic charge, n = lattice vector,
G = reciprocal vector. A uniform background neutralizes the cell and the
potential has zero cell average (conducting surroundings).
psi is the potential of a unit charge, its images and its background;
xi is the limit of psi(r) - k/r at r = 0.
"""
import numpy as np
from scipy.constants import e as QE, epsilon_0 as EPS0, pi
from scipy.special import erfc

KE = 1.0 / (4.0 * pi * EPS0)
NM = 1e-9


def lattice_points(vectors, radius, extra=0.0):
    """All lattice points within radius (and some beyond); rows are vectors."""
    dual = np.linalg.inv(vectors)
    nmax = np.ceil(radius * np.linalg.norm(dual, axis=0) + extra).astype(int)
    axes = [np.arange(-m, m + 1) for m in nmax]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return integers @ vectors


def ewald(cell, pos, q, alpha):
    """Return energy parts (real, reciprocal, self, background), forces, stress."""
    volume = abs(np.linalg.det(cell))
    inverse = np.linalg.inv(cell)
    span = np.ptp(pos @ inverse, axis=0)
    shifts = lattice_points(cell, 6.0 / alpha, span)
    sep = pos[:, None, None, :] - pos[None, :, None, :] + shifts[None, None]
    dist = np.linalg.norm(sep, axis=-1)
    dist = np.where(dist < 1e-9 * volume ** (1 / 3), np.inf, dist)
    qq = (q[:, None] * q[None, :])[:, :, None]
    screened = erfc(alpha * dist) / dist
    e_real = 0.5 * KE * np.sum(qq * screened)
    gauss = 2 * alpha / np.sqrt(pi) * np.exp(-(alpha * dist) ** 2)
    pair_force = (KE * qq * (screened + gauss) / dist**2)[..., None] * sep
    forces = pair_force.sum(axis=(1, 2))
    strain_der = -0.5 * pair_force.reshape(-1, 3).T @ sep.reshape(-1, 3)

    g = lattice_points(2 * pi * inverse.T, 12.0 * alpha)
    g2 = np.sum(g * g, axis=1)
    keep = g2 > 1e-9 * g2.max()
    g, g2 = g[keep], g2[keep]
    phase = np.exp(1j * g @ pos.T)
    s = phase @ q
    weight = np.exp(-g2 / (4 * alpha**2)) / (g2 * EPS0 * volume)
    terms = 0.5 * weight * np.abs(s) ** 2
    e_rec = terms.sum()
    imag = np.imag(phase * np.conj(s)[:, None])
    forces = forces + q[:, None] * ((weight[:, None] * imag).T @ g)
    factor = 2 * terms * (1 / g2 + 1 / (4 * alpha**2))
    strain_der = strain_der + (factor[:, None] * g).T @ g - e_rec * np.eye(3)

    e_self = -KE * alpha / np.sqrt(pi) * np.sum(q**2)
    e_back = -q.sum() ** 2 / (8 * EPS0 * volume * alpha**2)
    strain_der = strain_der - e_back * np.eye(3)
    parts = np.array([e_real, e_rec, e_self, e_back])
    return parts, forces, strain_der / volume


def energy(cell, pos, q, alpha):
    return ewald(cell, pos, q, alpha)[0].sum()


def layered_psi(box, r):
    """Poisson solution in an orthorhombic box; the z Fourier sum is closed."""
    lx, ly, lz = box
    z = abs(r[2]) % lz
    near = min(z, lz - z)
    mx, my = [int(np.ceil(38 * a / (2 * pi * near))) for a in (lx, ly)]
    gx = 2 * pi * np.arange(-mx, mx + 1)[:, None] / lx
    gy = 2 * pi * np.arange(-my, my + 1)[None, :] / ly
    g = np.sqrt(gx**2 + gy**2)
    g[mx, my] = 1.0 / lz
    profile = (np.exp(-g * z) + np.exp(-g * (lz - z))) / (1 - np.exp(-g * lz))
    terms = np.cos(gx * r[0] + gy * r[1]) * lz / (2 * g) * profile
    t = z / lz
    terms[mx, my] = lz**2 * (t * t / 2 - t / 2 + 1 / 12)
    return terms.sum() / (EPS0 * lx * ly * lz)


def layered_xi(box):
    """Limit of psi - k/r by extrapolation in even powers of r."""
    h = 0.02 * box[2]
    f = [layered_psi(box, (0, 0, m * h)) - KE / (m * h) for m in (1, 2, 4)]
    first, second = (4 * f[0] - f[1]) / 3, (4 * f[1] - f[2]) / 3
    return (16 * first - second) / 15


def layered_energy(box, frac, q):
    total = 0.5 * layered_xi(box) * np.sum(q**2)
    for i in range(len(q)):
        for j in range(i):
            total += q[i] * q[j] * layered_psi(box, (frac[i] - frac[j]) * box)
    return total


def sphere_energy(length, pos, q, radius=30):
    """Bare Coulomb energy per cubic cell, whole cells summed in a sphere."""
    shifts = lattice_points(np.eye(3), radius)
    shifts = shifts[np.sum(shifts**2, axis=1) <= radius**2 + 1e-9] * length
    total = 0.0
    for i in range(len(q)):
        for j in range(len(q)):
            d = np.linalg.norm(pos[i] - pos[j] + shifts, axis=1)
            d = d[d > 1e-9 * length]
            total += 0.5 * KE * q[i] * q[j] * np.sum(1 / d)
    return total


# Absolute energy and diagonal stress of a charged cell from Poisson's equation
box = np.array([0.50, 0.60, 0.45]) * NM
frac = np.array([[0.10, 0.20, 0.10], [0.55, 0.65, 0.45], [0.30, 0.90, 0.75]])
charges = np.array([2.0, -1.0, 0.5]) * QE
scale = KE * QE**2 / (0.5 * NM)
parts_box, _, stress_box = ewald(np.diag(box), frac * box, charges, 10 / NM)
e_poisson = layered_energy(box, frac, charges)
assert abs(parts_box.sum() - e_poisson) < 1e-6 * scale
for axis in range(3):
    step = 3e-4
    plus, minus = box.copy(), box.copy()
    plus[axis] *= 1 + step
    minus[axis] *= 1 - step
    slope = (layered_energy(plus, frac, charges)
             - layered_energy(minus, frac, charges)) / (2 * step)
    assert abs(slope - stress_box[axis, axis] * box.prod()) < 2e-5 * scale

# The alpha-free Gaussian integral gives the same psi as Poisson's equation
r_test = (frac[0] - frac[1]) * box
t_low, t_high = 0.5 / (0.5 * NM), 20 / (0.5 * NM)
nodes, weights = np.polynomial.legendre.leggauss(100)
t_nodes = 0.5 * (t_high - t_low) * nodes + 0.5 * (t_high + t_low)
shifted = lattice_points(np.diag(box), 6.5 / t_low, 1) + r_test
dist2 = np.sum(shifted**2, axis=1)
integrand = np.array([np.exp(-t * t * dist2).sum()
                      - pi**1.5 / (box.prod() * t**3) for t in t_nodes])
integral = 0.5 * (t_high - t_low) * weights @ integrand
integral -= pi**1.5 / (2 * box.prod() * t_high**2)
psi_integral = 2 * KE / np.sqrt(pi) * integral
psi_layer = layered_psi(box, r_test)
assert abs(psi_integral - psi_layer) < 1e-7 * KE / (0.5 * NM)

# Triclinic charged cell: Gaussian summation, alpha independence, derivatives
tri = np.array([[0.50, 0.0, 0.0], [0.12, 0.55, 0.0], [-0.08, 0.10, 0.48]]) * NM
tri_pos = frac @ tri
tri_vol = np.linalg.det(tri)
t = 4 / NM
r0 = tri_pos[0] - tri_pos[1]
direct_sum = np.exp(-t * t * np.sum(
    (lattice_points(tri, 7 / t, 1) + r0) ** 2, axis=1)).sum()
gvec = lattice_points(2 * pi * np.linalg.inv(tri).T, 13 * t)
fourier_sum = pi**1.5 / (tri_vol * t**3) * np.sum(
    np.exp(-np.sum(gvec**2, axis=1) / (4 * t * t)) * np.cos(gvec @ r0))
assert abs(direct_sum / fourier_sum - 1) < 1e-11

runs = [ewald(tri, tri_pos, charges, a / NM) for a in (6, 10, 16)]
for run in runs[1:]:
    assert abs(run[0].sum() - runs[0][0].sum()) < 1e-10 * scale
    assert np.max(abs(run[1] - runs[0][1])) < 1e-9 * scale / (0.5 * NM)
    assert np.max(abs(run[2] - runs[0][2])) < 1e-9 * scale / tri_vol
tri_parts, tri_force, tri_stress = runs[2]
assert np.max(abs(tri_force.sum(axis=0))) < 1e-9 * scale / (0.5 * NM)
assert abs(np.trace(tri_stress) * tri_vol + tri_parts.sum()) < 1e-9 * scale
fd_force_error = fd_stress_error = 0.0
for i in range(3):
    for a in range(3):
        move = np.zeros((3, 3))
        move[i, a] = 5e-5 * NM
        fd = -(energy(tri, tri_pos + move, charges, 10 / NM)
               - energy(tri, tri_pos - move, charges, 10 / NM)) / (1e-4 * NM)
        fd_force_error = max(fd_force_error,
                             abs(fd - tri_force[i, a]) * 0.5 * NM / scale)
        strain = np.zeros((3, 3))
        strain[i, a] = 1e-4
        up, down = np.eye(3) + strain.T, np.eye(3) - strain.T
        fd = (energy(tri @ up, tri_pos @ up, charges, 10 / NM)
              - energy(tri @ down, tri_pos @ down, charges, 10 / NM)) / 2e-4
        fd_stress_error = max(fd_stress_error,
                              abs(fd - tri_stress[i, a] * tri_vol) / scale)
assert fd_force_error < 1e-5 and fd_stress_error < 1e-5

# Neutral cubic cell with a dipole: bare sum in a sphere needs a surface term
cube = 0.5 * NM
dip_pos = cube * np.array([[.1, .2, .15], [.6, .7, .3], [.3, .8, .7], [.8, .3, .8]])
dip_q = np.array([1.0, -1.5, 1.2, -0.7]) * QE
dipole = dip_q @ dip_pos
e_surface = dipole @ dipole / (6 * EPS0 * cube**3)
e_dip = energy(cube * np.eye(3), dip_pos, dip_q, 10 / NM)
e_sphere = sphere_energy(cube, dip_pos, dip_q)
assert abs(e_sphere - e_dip - e_surface) < 1e-4 * scale
assert e_surface > 1e-2 * scale

# Rock-salt model crystal
d = 0.28 * NM
length = 2 * d
vol = length**3
cell = length * np.eye(3)
sites = np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)])
salt_pos = sites * d
salt_q = QE * (-1.0) ** sites.sum(axis=1)
alphas = (6, 10, 16)
salt = [ewald(cell, salt_pos, salt_q, a / NM) for a in alphas]
e_salt = salt[1][0].sum()
madelung = -e_salt / 4 * d / (KE * QE**2)
fcc = d * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
two_pos = np.array([[0, 0, 0], [d, 0, 0]])
e_two = energy(fcc, two_pos, np.array([QE, -QE]), 10 / NM)
madelung_two = -e_two * d / (KE * QE**2)
half = 40
line = np.arange(-half, half + 1)
w = (-1.0) ** line * np.where(abs(line) == half, 0.5, 1.0)
r2 = line[:, None, None]**2 + line[None, :, None]**2 + line[None, None, :]**2
inv_r = np.where(r2 == 0, 0.0, 1 / np.sqrt(np.maximum(r2, 1)))
madelung_direct = -np.einsum("i,j,k,ijk->", w, w, w, inv_r, optimize=True)
assert abs(madelung - 1.747565) < 5e-7
assert abs(madelung - madelung_two) < 1e-10
assert abs(madelung - madelung_direct) < 1e-6
for run in salt:
    assert abs(run[0].sum() / e_salt - 1) < 1e-11
    assert np.max(abs(run[2] + np.eye(3) * e_salt / (3 * vol))) < 1e-9 * scale / vol

# One cation per cell displaced along x
def displaced(u):
    moved = salt_pos.copy()
    moved[0, 0] += u
    return moved


u_tiny = 1e-4 * d
f_tiny = ewald(cell, displaced(u_tiny), salt_q, 10 / NM)[1][0, 0]
assert abs(f_tiny / (QE**2 * u_tiny / (3 * EPS0 * vol)) - 1) < 1e-5
u = 0.004 * NM
moved_parts, moved_force, moved_stress = ewald(cell, displaced(u), salt_q, 10 / NM)
f_linear = QE**2 * u / (3 * EPS0 * vol)
de_foil = moved_parts.sum() - e_salt
de_sphere = (sphere_energy(length, displaced(u), salt_q)
             - sphere_energy(length, salt_pos, salt_q))
assert de_foil < 0 and abs(de_sphere) < 0.05 * abs(de_foil)

# One cation per cell removed: net charge -e and a visible background
vac = [ewald(cell, salt_pos[1:], salt_q[1:], a / NM) for a in alphas]
e_vac = vac[1][0].sum()
xi_poisson = layered_xi(np.full(3, length))
assert max(abs(v[0].sum() - e_vac) for v in vac) < 1e-10 * scale
assert abs(e_vac - 0.75 * e_salt - 0.5 * xi_poisson * QE**2) < 1e-6 * scale
no_background = [v[0][:3].sum() / QE for v in vac]
assert abs(no_background[0] - no_background[2]) > 0.1

print(f"Nearest-neighbour distance d = {d/NM:.3f} nm")
print(f"Cubic cell edge = {length/NM:.3f} nm; volume = {vol/NM**3:.6f} nm^3")
print(f"k e^2/d = {KE*QE**2/d/QE:.6f} eV")
print("Rock salt, energy parts per 8-ion cell in eV:")
for a, run in zip(alphas, salt):
    p = run[0] / QE
    print(f" alpha={a} nm^-1: real {p[0]:.6f}, recip {p[1]:.6f}, "
          f"self {p[2]:.6f}, total {p.sum():.6f}")
print(f"Energy per ion pair = {e_salt/4/QE:.6f} eV")
print(f"Madelung constant, 8-ion cell = {madelung:.10f}")
print(f"Madelung constant, 2-ion cell = {madelung_two:.10f}")
print(f"Madelung constant, direct weighted cube = {madelung_direct:.10f}")
print(f"Half-width of that cube = {half} d")
print(f"Stress xx (tension positive) = {salt[1][2][0,0]/1e9:.6f} GPa")
print(f"Displacement of one cation per cell = {u/NM:.4f} nm")
print(f"Force on it, Ewald = {moved_force[0,0]*NM/QE:.6f} eV/nm")
print(f"Force on it, first-order formula = {f_linear*NM/QE:.6f} eV/nm")
print(f"Energy change, conducting surroundings = {de_foil/QE*1e3:.6f} meV")
print(f"Energy change, direct sphere sum = {de_sphere/QE*1e3:.6f} meV")
print(f"Displaced cell: stress xx = {moved_stress[0,0]/1e9:.6f} GPa")
print(f"Displaced cell: stress yy = {moved_stress[1,1]/1e9:.6f} GPa")
print("One cation removed, energy parts per cell in eV:")
for a, run in zip(alphas, vac):
    p = run[0] / QE
    print(f" alpha={a} nm^-1: real {p[0]:.6f}, recip {p[1]:.6f}, "
          f"self {p[2]:.6f}")
    print(f"   background {p[3]:.6f}, total {p.sum():.6f}, "
          f"without background {p[:3].sum():.6f}")
print(f"xi*edge/k from Poisson solution = {xi_poisson*length/KE:.6f}")
xi_ewald = 2 * (e_vac - 0.75 * e_salt) / QE**2
print(f"xi*edge/k from vacancy energy = {xi_ewald*length/KE:.6f}")
print(f"Charged box: Ewald energy = {parts_box.sum()/QE:.6f} eV")
print(f"Charged box: Poisson energy = {e_poisson/QE:.6f} eV")
print(f"Dipolar cubic cell: Ewald energy = {e_dip/QE:.6f} eV")
print(f"Dipolar cubic cell: surface term = {e_surface/QE:.6f} eV")
print(f"Dipolar cubic cell: direct sphere sum = {e_sphere/QE:.6f} eV")
print(f"Triclinic cell: largest scaled force error = {fd_force_error:.1e}")
print(f"Triclinic cell: largest scaled stress error = {fd_stress_error:.1e}")
print("success")
```

Running it gives:

```
Nearest-neighbour distance d = 0.280 nm
Cubic cell edge = 0.560 nm; volume = 0.175616 nm^3
k e^2/d = 5.142731 eV
Rock salt, energy parts per 8-ion cell in eV:
 alpha=6 nm^-1: real -2.028363, recip 5.075172, self -38.995824, total -35.949015
 alpha=10 nm^-1: real -0.009255, recip 29.053280, self -64.993040, total -35.949015
 alpha=16 nm^-1: real -0.000000, recip 68.039849, self -103.988864, total -35.949015
Energy per ion pair = -8.987254 eV
Madelung constant, 8-ion cell = 1.7475645946
Madelung constant, 2-ion cell = 1.7475645946
Madelung constant, direct weighted cube = 1.7475646103
Half-width of that cube = 40 d
Stress xx (tension positive) = 10.932313 GPa
Displacement of one cation per cell = 0.0040 nm
Force on it, Ewald = 0.138171 eV/nm
Force on it, first-order formula = 0.137384 eV/nm
Energy change, conducting surroundings = -0.275555 meV
Energy change, direct sphere sum = -0.000787 meV
Displaced cell: stress xx = 10.938518 GPa
Displaced cell: stress yy = 10.929336 GPa
One cation removed, energy parts per cell in eV:
 alpha=6 nm^-1: real -1.521257, recip 5.390748, self -34.121346
   background -0.357771, total -30.609625, without background -30.251854
 alpha=10 nm^-1: real -0.006941, recip 26.395023, self -56.868910
   background -0.128798, total -30.609625, without background -30.480828
 alpha=16 nm^-1: real -0.000000, recip 60.430942, self -90.990256
   background -0.050312, total -30.609625, without background -30.559314
xi*edge/k from Poisson solution = -2.837297
xi*edge/k from vacancy energy = -2.837297
Charged box: Ewald energy = -16.587762 eV
Charged box: Poisson energy = -16.587761 eV
Dipolar cubic cell: Ewald energy = -18.383582 eV
Dipolar cubic cell: surface term = 6.094439 eV
Dipolar cubic cell: direct sphere sum = -12.289143 eV
Triclinic cell: largest scaled force error = 1.5e-07
Triclinic cell: largest scaled stress error = 3.6e-08
success
```
